# Full Penn algorithm for resist electrons: optical recovery and f-sum conservation

## Form of the weight

The optical loss $S_0(\omega)=\mathrm{Im}[-1/\varepsilon(0,\omega)]$ of a resist is known at essentially zero momentum. Electron scattering needs $S(q,\omega)=\mathrm{Im}[-1/\varepsilon(q,\omega)]$ at finite momentum transfer $q$. The Penn model builds it from electron gases labelled by their plasma energy $W$:

$$S(q,\omega)=\int dW\,g(W)\,L(q,\omega;W),\qquad L=\mathrm{Im}\frac{-1}{\varepsilon_L(q,\omega;W)},$$

where $\varepsilon_L$ is the zero-temperature Lindhard function. Both $S$ and $L$ are dimensionless, so $g$ is an inverse energy. At $q=0$ a gas responds at the single energy $W$. If $g(W)$ is linear in the optical loss at that energy, and no other energy enters, then

$$g(W)=c\,\frac{S_0(W)}{W},$$

with $c$ a pure number. Recovery of the input will give $c=2/\pi$.

Hartree atomic units are used in the derivation ($\hbar=m=e=1$), with $q>0$ and $\omega>0$. The table covers $W_g\le W\le W_e$ and is interpolated; $S_0$ is zero outside. The claims are that $S\to S_0$ as $q\to0^+$ wherever $S_0$ is smooth, and that $\int\omega S\,d\omega$ is the same at every $q$.

## Lindhard function from occupied states

The response of independent electrons is

$$\chi_0=2\int\frac{d^3k}{(2\pi)^3}\frac{n_{\mathbf k}-n_{\mathbf k+\mathbf q}}{\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}+i0},\qquad \varepsilon_L=1-\frac{4\pi}{q^2}\chi_0 .$$

In the second term substitute $\mathbf k+\mathbf q\to-\mathbf k$. With $\Delta=q^2/2+qk_z$, both terms then refer to occupied states, with denominators $\omega-\Delta$ and $\omega+\Delta$. The disc of occupied states at fixed $k_z=k$ has area $\pi(k_F^2-k^2)$, so the prefactor is $2\pi/(2\pi)^3=1/(4\pi^2)$. Define

$$a=\frac{\omega}{q}-\frac q2,\qquad b=\frac{\omega}{q}+\frac q2 .$$

Dividing the denominators by $q$, and reversing $k$ in the second term, gives

$$\chi_0=\frac{J(a)-J(b)}{4\pi^2q},\qquad J(c)=\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{c-k+i0}\,dk .$$

Write $k_F^2-k^2=(k_F^2-c^2)+(c-k)(c+k)$. The last product cancels the denominator and integrates to $2ck_F$. Hence

$$J(c)=(k_F^2-c^2)\left[\Lambda(c)-i\pi\theta(k_F-|c|)\right]+2ck_F,\quad \Lambda(c)=\ln\left|\frac{c+k_F}{c-k_F}\right| .$$

Since $a-b=-q$, the real and imaginary parts of $\varepsilon_L$ are

$$\varepsilon_1=1+\frac{2k_F}{\pi q^2}+\frac{(k_F^2-b^2)\Lambda(b)-(k_F^2-a^2)\Lambda(a)}{\pi q^3},$$

$$\varepsilon_2=\frac{[k_F^2-a^2]_+-[k_F^2-b^2]_+}{q^3},$$

where $[x]_+=\max(x,0)$. The density $n=k_F^3/(3\pi^2)$ and $W^2=4\pi n$ give $k_F=(3\pi W^2/4)^{1/3}$.

## Sum rule of one gas

The two denominators combine as

$$\frac1{z-\Delta}-\frac1{z+\Delta}=\frac{2\Delta}{z^2-\Delta^2}.$$

At large $|z|$ this tends to $2\Delta/z^2$. The occupied-state average of $\Delta$ is $q^2/2$, because $k_z$ averages to zero. Thus $\chi_0\to nq^2/z^2$ and $\varepsilon_L\to1-W^2/z^2$.

Causality of $1/\varepsilon_L$ requires that $\varepsilon_L$ have no zero in the upper half-plane. Pairs of occupied states cancel in $\chi_0$, leaving upward transitions with $\Delta>0$. Therefore $\varepsilon_L-1$ is a positively weighted sum of $2\Delta/(\Delta^2-z^2)$. Its imaginary part has the sign of $\mathrm{Im}\,z^2$, which is nonzero away from the axes; on the imaginary axis $\varepsilon_L>1$. There is no zero, and Cauchy's formula with $L$ odd in $\omega$ gives

$$1-\frac1{\varepsilon_L(q,z)}=\frac2\pi\int_0^\infty\frac{\omega L(q,\omega)}{\omega^2-z^2}\,d\omega .$$

Set $z=i\eta$ and let $\eta\to\infty$. The left side tends to $W^2/\eta^2$, the right side to $(2/\pi\eta^2)\int\omega L\,d\omega$. Therefore

$$\int_0^\infty\omega L(q,\omega;W)\,d\omega=\frac\pi2W^2 .$$

The integral includes the pair continuum and any plasmon pole.

At $q\to0$ and fixed $\omega$, $\varepsilon_L\to1-W^2/\omega^2$. The causal limit gives

$$L\to\pi\omega^2\delta(\omega^2-W^2)=\frac{\pi W}{2}\delta(\omega-W).$$

Inserting this into the superposition yields $S\to(\pi c/2)S_0(\omega)$. Recovery demands

$$c=\frac2\pi,\qquad g(W)=\frac{2S_0(W)}{\pi W}.$$

For nonnegative $S_0$ the integrals may be exchanged, so

$$\int\omega S\,d\omega=\int dW\,\frac{2S_0(W)}{\pi W}\,\frac{\pi W^2}{2}=\int W S_0(W)\,dW .$$

This is the sum of the supplied table. The algorithm does not restore strength that the table omits.

## Continuum and pole at fixed loss

For $\omega>0$ one has $b>|a|$, so $\varepsilon_2>0$ when $k_F>|a|$. In terms of plasma energy the threshold is

$$W_t=\sqrt{\frac4{3\pi}}\,|a|^{3/2}.$$

Gases with $W>W_t$ contribute

$$S_c=\int_{\max(W_t,W_g)}^{W_e}g(W)\frac{\varepsilon_2}{\varepsilon_1^2+\varepsilon_2^2}\,dW ,$$

which is zero if the lower limit exceeds $W_e$.

Gases with $W<W_t$ can contribute a plasmon. If $a<0$, the loss lies below every pair energy, each term of $\varepsilon_1-1$ is positive, and there is no root. If $a>0$, the loss lies above every pair energy. There $h(\Delta)=2\Delta/(\omega^2-\Delta^2)$ is odd and increasing for $|\Delta|<\omega$. Adding electrons at $k_z=\pm d/q$, with $d\ge0$, changes $\chi_0$ in proportion to

$$h(q^2/2+d)+h(q^2/2-d)=h(d+q^2/2)-h(d-q^2/2)>0 .$$

So $\varepsilon_1$ falls strictly with $W$, and there is at most one root $W_0$. Bisection finds it safely.

The endpoints of $J$ contribute nothing to its derivative, since $k_F^2-k^2$ vanishes there. Thus $\partial J(c)/\partial k_F=2k_F\Lambda(c)$ outside the continuum. With $dk_F/dW=2k_F/(3W)$,

$$\left|\frac{\partial\varepsilon_1}{\partial W}\right|=\frac{4k_F^2}{3\pi q^3W}\left[\Lambda(a)-\Lambda(b)\right].$$

The causal limit $\varepsilon_2\to0^+$ gives $L=\pi\delta(\varepsilon_1)$, so

$$S_p=\frac{\pi g(W_0)}{|\partial\varepsilon_1/\partial W|_{W_0}},\qquad S=S_c+S_p .$$

## Pseudocode and cost

```
function PENN(q, w):                 # q > 0, w > 0
    a  = w/q - q/2
    Wt = sqrt(4/(3 pi)) * |a|^(3/2)
    Sc = 0;  Sp = 0
    Ws = max(Wt, Wg)
    if Ws < We:
        D = We - Ws
        for y, h in Gauss nodes and weights on [0, 24]:
            s = D*exp(-y);  W = Ws + s
            Sc += h * s * g(W) * eps2/(eps1^2 + eps2^2)
    Wh = min(Wt*(1 - 1e-12), We)
    if a > 0 and Wh > Wg and eps1(Wg) > 0 > eps1(Wh):
        W0 = bisect eps1(q, w; W) on [Wg, Wh]
        Sp = pi*g(W0)/|d eps1/dW at W0|
    return Sc + Sp
```

The example uses 40 panels of 12 Gauss points in $y$ and 52 bisection steps. One value of $S$ therefore costs about 480 continuum evaluations and, where a root exists, about 52 more. The cost is proportional to the number of $(q,\omega)$ points, which are independent of one another.

The f-sum must run over all losses that the last gas can produce. Its upper limit is the plasmon energy of the gas $W_e$ if that pole exists, and otherwise $q^2/2+qk_F(W_e)$. Stopping at $\omega=W_e$ discards strength that has moved upward. The example divides this range into 120 panels whose edges grow quadratically, adds breakpoints at $W_g$, $q^2/2$ and the continuum edge, and uses eight Gauss points per panel.

## Stability near the edge and at small momentum

The logarithmic variable follows from the response near the upper continuum edge. Let $\kappa=k_F-a$ be small and positive. Then $\varepsilon_2\simeq2k_F\kappa/q^3$, while the dominant slope of $\varepsilon_1$ is $-(2k_F/\pi q^3)\ln(2k_F/\kappa)$. If $\varepsilon_1$ vanishes at $\kappa_0$, the resonance has a width of order

$$\frac{\varepsilon_2}{|\partial\varepsilon_1/\partial\kappa|}\simeq\frac{\pi\kappa_0}{\ln(2k_F/\kappa_0)} .$$

The width shrinks with $\kappa_0$, so a uniform grid in $W$ can miss it. On a logarithmic scale the width changes slowly.

At small $q$ the closed form of $\varepsilon_1$ subtracts large terms. A rounding error $u$ in $\Lambda$ is multiplied by about $c^2/(\pi q^3)$, and $c\simeq\omega/q$. The error in $\varepsilon_1$ is thus of order $u\omega^2/(\pi q^5)$. The routine should not be called at $q=0$ or at arbitrarily small $q$; there one should use $S_0$ with the correction derived next.

## Rate of recovery

At fixed $\omega$ the continuum is absent once $\omega>q^2/2+qk_F(W_e)$. A finite table therefore leaves the pole alone at sufficiently small $q$. Expand its response using

$$\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2\Delta}{\omega^2}+\frac{2\Delta^3}{\omega^4}+\cdots,\qquad \langle k_z^2\rangle=\frac{k_F^2}{5}.$$

The average of $\Delta^3$ is $3q^4k_F^2/10+O(q^6)$, so

$$\varepsilon_L\simeq1-\frac{W^2}{\omega^2}-\frac{3q^2k_F^2W^2}{5\omega^4},\qquad \omega_p\simeq W+q^2\beta,\quad \beta=\frac{3k_F^2}{10W}.$$

The line has strength $Z=\pi/(\partial\varepsilon_L/\partial\omega)$ at $\omega_p$. With $x=q^2k_F^2/W^2$,

$$\omega_pZ\simeq\frac{\pi\omega_p^4}{2W^2}\left(1-\frac65x\right)
\simeq\frac{\pi W^2}{2}\left(1+\frac65x\right)\left(1-\frac65x\right),$$

which is $\pi W^2/2$ through order $q^2$. Put $F(W)=WS_0(W)$. The superposition becomes

$$\omega S\simeq\int F(W)\,\delta(\omega-W-q^2\beta)\,dW\simeq F(\omega)-q^2\frac{d}{d\omega}[\beta F].$$

Since $\beta F=3k_F^2S_0/10$,

$$S(q,\omega)-S_0(\omega)\simeq-\frac{3q^2}{10\omega}\frac{d}{d\omega}\left[k_F(\omega)^2S_0(\omega)\right].$$

The correction moves loss upward in energy. Multiplied by $\omega$, it is a total derivative, so it leaves the f-sum unchanged when the boundary terms vanish. A nonzero last table entry instead requires the moving upper limit described above.

## Example in the PMMA regime

The input is a constructed stand-in for measured optical loss. With energies in eV, it is

$$S_0(E)=\left[1-e^{-((E-5)/3)^2}\right]\sum_{j=1}^2\frac{A_j\gamma_jE}{(E^2-E_j^2)^2+\gamma_j^2E^2}.$$

The chosen centres are 21 and 38 eV, with widths $\gamma_j$ of 16 and 40 eV. The table is spaced by 0.5 eV from 5 to 59.5 eV and by 2 eV from 60 to 280 eV, and is joined by monotone cubic interpolation.

Two conditions fix the strengths. One $\mathrm{C_5H_8O_2}$ unit has $5\times4+8+2\times6=40$ valence electrons, and the density is taken as 1.2 g/cm³. With $n_m$ the number density of units, the electron count is

$$N=\frac{2}{\pi}\frac{1}{4\pi n_m}\int WS_0\,dW .$$

A refractive index of 1.5 requires $(2/\pi)\int S_0/W\,dW=1-1/1.5^2=0.5556$. Solving the two linear equations gives $A_1=242.7$ and $A_2=183.9$ eV². The interpolated input peaks at 19.5 eV with height 0.83. Monotone interpolation places a maximum at a table point; the formula itself peaks near 19.7 eV.

At $q=0.02$ inverse bohr, or 0.378 nm$^{-1}$, the recovered values are:

- 10 eV: input 0.29175, output 0.29131.
- 21 eV: input 0.81254, output 0.81242.
- 40 eV: input 0.20246, output 0.20249.

Over 150 evenly spaced energies from 8.1 to 100 eV, the largest absolute difference is $6.0\times10^{-4}$. At twice this momentum it is $2.4\times10^{-3}$, four times larger, as the $q^2$ law requires.

At larger momentum the output is as follows. The pole share is the fraction of the f-sum carried by $S_p$, and peaks are given to the nearest 0.1 eV. Interpolating the optical table also shifts the peaks at 2 and 10 nm$^{-1}$ by an amount of order 0.1 eV.

| $q$ (nm$^{-1}$) | peak (eV) | $N$ | pole share (%) |
|---|---:|---:|---:|
| 2 | 19.7 | 40.000 | 100.0 |
| 10 | 24.1 | 40.000 | 96.7 |
| 20 | 36.7 | 40.000 | 31.1 |
| 40 | 75.6 | 40.000 | 0.4 |

The electron count stays fixed while its carrier changes from plasmon to pair continuum. Keeping the poles alone would lose 68.9% of the f-sum at 20 nm$^{-1}$.

The peak shift at 10 nm$^{-1}$ can be estimated from $\beta$. In terms of the Fermi energy $E_F=k_F^2/2$ and the free recoil $E_r=q^2/2$, the shift is $1.2E_FE_r/W$. For the gas at the input peak, $1.2\times15.45\times3.81/19.5=3.6$ eV. This predicts 23.1 eV, against 24.1 eV from the full calculation. The exact plasmon of that one gas lies at 23.55 eV, so about 0.4 eV of the difference is dispersion beyond order $q^2$; the remainder comes from the sum over gases, whose maximum need not follow the gas at the input peak.

In the opposite limit, $q\gg k_F$ for all gases that carry appreciable weight, screening is weak and $L\simeq\varepsilon_2$. Each gas is centred at $a=0$, or $\omega=q^2/2$, with half-width $qk_F$. The ratio of half-width to centre energy, $2k_F/q$, tends to zero, leaving free-electron recoil. At 40 nm$^{-1}$ the recoil energy is 61.0 eV, while the peak is at 75.6 eV, so this limit has not been reached.

The f-sum does not fix the whole spectrum. Setting $z=0$ in the causal formula gives

$$M(q)=\frac2\pi\int\frac{S(q,\omega)}\omega\,d\omega=\int g(W)\left[1-\frac1{\varepsilon_L(q,0;W)}\right]dW .$$

This inverse moment falls from 0.5556 in the input to 0.551, 0.456, 0.288 and 0.081 at the four momenta. Static screening weakens even though the electron count is conserved.

## Range of use for a resist

An 80 eV electron is representative of energies released by EUV exposure. If it loses 19.5 eV, its wave number falls from $\sqrt{2\times80/27.211}/0.052918=45.8$ to 39.9 nm$^{-1}$. Energy and momentum conservation then allow $q$ from their difference, 6.0 nm$^{-1}$, to their sum, 85.7 nm$^{-1}$. In first-order scattering theory these momenta are weighted by $S\,dq/q$. For this loss half of that weight lies below about 10 nm$^{-1}$, where $S$ at 19.5 eV has already fallen to about 0.6 of its optical value, so the optical spectrum alone is inadequate. First-order theory, which also omits exchange between the incident electron and the target, is itself only approximate at 80 eV.

The density, index and onset are rough PMMA values. The detailed shape and peak height are products of the two-feature form and should be replaced by measured data for a real film. The table also places all valence strength below 280 eV and omits 14 core electrons out of 54, or 25.9% of the total electron count. Because $S$ is linear in $S_0$, a uniform percentage error in the input produces the same percentage error at every $q$.

A real resist has an energy gap, whereas each constituent gas is metallic. The model consequently creates loss below 5 eV. Its share of the area $\int S\,d\omega$ is 0.04%, 0.70%, 0.77% and 0.23% at the four momenta. These fractions are small, but they open a false stopping channel for electrons too slow to cross the gap. A cutoff removes that channel and its f-sum together, so the removed strength must then be accounted for.

Exchange between the responding electrons is also absent. Its size can be estimated with the Hubbard factor $G=q^2/[2(q^2+k_F^2)]$. With $P=\varepsilon_L(q,0;W)-1$, replace $P/(1+P)$ by $P/[1+(1-G)P]$ in $M(q)$. This raises the static response by 0.6%, 9.3%, 13.5% and 7.4% at the four momenta. These are changes in $M$, not error bounds on $S$ at each loss. Temperature is a much smaller matter: at 300 K, $k_BT=0.026$ eV, or 0.17% of the 15.45 eV Fermi energy at the input peak.

Molecular band structure and plasmon damping beyond decay into single electron-hole pairs remain outside the model, and their effect is not estimated here. Optical recovery and the f-sum constrain the extension to finite $q$, but neither establishes the accuracy of its detailed line shape.
